Band velocity and the motion of k under a uniform force, part 1

(Sections cited here and not found follow in the second part.)

A.1 The decision

A transport code needs the velocity of every state (n, k) on its mesh, and a rule for how the states move when a field is applied. The velocity can be had by differencing eigenvalues between neighbouring k points, or as an expectation value in the eigenvector at the point itself. The second choice needs no extra diagonalization and no step size, but it is legitimate only if the two agree. The field can be treated by propagating a wave function in the tilted potential, or by sliding k along one band and reading off that band's velocity. The second choice replaces a partial differential equation by a lookup, but only if k moves at a known rate and the particle stays in its band. Three statements of different standing decide these choices.

(A) For a non-degenerate band, ⟨v⟩ = ∇_k E_n / ħ exactly.

(B) For a uniform force F, the crystal momentum obeys ħ dk/dt = F exactly, at any strength of the force.

(C) The particle stays in band n only approximately, when ħ|F·v_mn| ≪ (E_m − E_n)² for every other band m, with v_mn the velocity matrix element between bands.

The setting is one spinless particle of mass m in a fixed local potential with V(r + R) = V(r) for every lattice vector R, with no magnetic field and no scattering:

H0 = p²/2m + V(r),   p = −iħ∇.

Reciprocal lattice vectors G satisfy e^{iG·R} = 1. For an electron in an electric field 𝓔 the force is F = −e𝓔. Numbers are in eV, nm and fs. They come from the program printed, with its output, after this text.

A.2 The velocity operator and H(k)

The velocity operator is defined so that d⟨r⟩/dt = ⟨v⟩ for any normalizable state, which by the Schrödinger equation means v = (i/ħ)[H0, r]. A local V commutes with r. For one component, [p_x, x] = −iħ gives [p², x] = p_x[p_x, x] + [p_x, x]p_x = −2iħ p_x, so

v = (i/ħ)(1/2m)(−2iħ p) = p/m.   (1)

A Bloch state is ψ = e^{ik·r} u(r) with u periodic and ⟨u|u⟩ = ∫_cell |u|² d³r = 1. The product rule gives p(e^{ik·r} u) = e^{ik·r}(p + ħk)u. Applying this twice and cancelling the exponential from H0ψ = Eψ,

H(k) u = E u,   H(k) = e^{−ik·r} H0 e^{ik·r} = (p + ħk)²/2m + V.   (2)

The k dependence now sits in the operator, and the boundary condition u(r + R) = u(r) contains no k. On periodic functions p is Hermitian, because

∫_cell f*(−iħ∇g) d³r = ∫_cell (−iħ∇f)* g d³r − iħ ∮ f* g n dS,

and the surface term vanishes: opposite faces of the cell are related by a lattice vector, carry equal values of f*g and have opposite normals n. Hence H(k) is Hermitian on one fixed space for all real k. Since u is periodic at every k, its derivative ∂u/∂k is periodic too and lies in that space.

This is the reason for working with u. The operator H0 does not depend on k, so the Hellmann-Feynman argument applied to ψ would give ∇E = 0. It fails because ∂ψ/∂k leaves the space. In one dimension, with lattice constant a, differentiating ψ(x + a) = e^{ika}ψ(x) gives ∂_kψ(x + a) = e^{ika}[∂_kψ(x) + ia ψ(x)], which is not the Bloch condition, so the surface terms no longer cancel.

With u = Σ_G c_G e^{iG·r}/√(cell volume) and V = Σ_G V_G e^{iG·r}, equation (2) is the matrix problem

Σ_G' [ ħ²|k + G|²/2m δ_GG' + V_{G−G'} ] c_G' = E c_G,   Σ_G |c_G|² = 1.   (3)

A.3 Hellmann-Feynman and the mean velocity

The derivation differentiates E and u, so both must be differentiable. For a fixed finite set of G, the eigenvalues are the roots of D(E, k) = det[H(k) − E], a polynomial in E and k. At a non-degenerate eigenvalue ∂D/∂E ≠ 0, and the implicit function theorem makes E_n(k) smooth. The matrix H(k) − E_n then has exactly one null vector, which is proportional to any non-zero column of the adjugate matrix. That column is a polynomial in k and E_n, so after normalization u_n(k) is smooth as well. For the complete basis the same smoothness is assumed here, and A.4 checks the result by a method that uses no basis.

Write ∂ for the derivative along one component of k. From E = ⟨u|H|u⟩,

∂E = ⟨∂u|H|u⟩ + ⟨u|∂H|u⟩ + ⟨u|H|∂u⟩.

In the first term H|u⟩ = E|u⟩. In the third, H is Hermitian on the space that contains ∂u, so ⟨u|H|∂u⟩ = ⟨Hu|∂u⟩ = E⟨u|∂u⟩ with E real. The two terms add to E(⟨∂u|u⟩ + ⟨u|∂u⟩) = E ∂⟨u|u⟩ = 0, since the norm is 1 at every k. Therefore

∇_k E_n = ⟨u_n| ∇_k H |u_n⟩.   (4)

The components of p + ħk commute, so the square in (2) differentiates like a number:

∇_k H = (2ħ/2m)(p + ħk) = ħ v(k),   v(k) = (p + ħk)/m.   (5)

Because pψ = e^{ik·r}(p + ħk)u and the exponentials cancel in the integral, ⟨u|v(k)|u⟩ = ∫_cell ψ*(p/m)ψ d³r, which is the mean velocity of the Bloch state. Combining (4) and (5),

⟨v⟩_nk = ∇_k E_n(k)/ħ = Σ_G |c_G|² ħ(k + G)/m.   (6)

This is statement (A). The right side is unchanged by a k-dependent phase of the eigenvector, so the arbitrary phases returned by an eigensolver do no harm. For V = 0 a single c_G equals 1 and (6) is the free velocity. In general ⟨p⟩ = m⟨v⟩ differs from ħk, because the state is a mixture of plane waves k + G.

Two symmetries fix special values. Replacing k by k + G0 in (3) only relabels the rows, so E(k + G0) = E(k) in a complete basis. Complex conjugation of (2) in real space turns p into −p and leaves the real V alone, so H(k)* = H(−k) and E(−k) = E(k). The gradient is then periodic and odd. In one dimension, with G = 2π/a, oddness gives v(0) = 0, and v(G/2) = v(−G/2) = −v(G/2) = 0, provided the band is non-degenerate there. For V = 0 the two lowest levels meet at G/2, the lower one has a kink with slopes dE/dk = ±ħ²G/2m, and the argument does not apply.

Three remarks concern codes that depart from (3). First, for a non-local potential or with spin-orbit coupling, (1) changes but the link between velocity and gradient survives. Differentiating H(k) = e^{−ik·r}H0 e^{ik·r} gives ∇_kH = e^{−ik·r}(−i r H0 + i H0 r)e^{ik·r} = e^{−ik·r} i[H0, r] e^{ik·r}, which is ħ times the velocity operator as defined in A.2. The operator to average is then ∇_kH/ħ, and p/m alone is incomplete. Second, in a non-orthogonal basis with Hc = ESc and c†Sc = 1, differentiating gives (∂H − E∂S − ∂E S)c + (H − ES)∂c = 0. Multiplying by c† removes the last term and leaves ∂E = c†(∂H − E∂S)c. Third, (4) holds exactly in a truncated basis only while the set of G is fixed. A cutoff on |k + G| changes the set as k moves, the eigenvalues jump at those points, and a difference taken across a jump is not a velocity. The program does not test these three remarks.

A.4 A check without a basis

In one dimension the velocity follows from the probability current j = (ħ/m) Im(ψ*ψ'). The Schrödinger equation reads ψ'' = wψ with w = (V − E)/(ħ²/2m) real, so dj/dx = (ħ/m) Im(|ψ'|² + w|ψ|²) = 0 and j is constant. With N = ∫_0^a |ψ|² dx,

⟨p⟩/m = (1/mN) ∫_0^a ψ*(−iħψ') dx.

The real part of the integrand is ħ Im(ψ*ψ') = mj. The imaginary part is −(ħ/2) d|ψ|²/dx and integrates to zero because |ψ|² is periodic. Hence

⟨v⟩ = j a / N.   (7)

To build ψ at energy E, integrate the two real solutions with c(0) = 1, c'(0) = 0 and s(0) = 0, s'(0) = 1, and set ψ = αc + βs, so that ψ(0) = α and ψ'(0) = β. The matrix that carries (ψ, ψ') from 0 to a has rows (c(a), s(a)) and (c'(a), s'(a)). Its determinant is the constant Wronskian, 1, so its eigenvalues are λ and 1/λ. With λ = e^{ika} the trace gives c(a) + s'(a) = 2 cos ka, and the first row, αc(a) + βs(a) = λα, is solved by α = s(a), β = λ − c(a). Evaluating the current at x = 0 gives j = (ħ/m) Im(α*β).

The trace condition assigns one value of |k| in [0, G/2] to each allowed energy. A continuous band that takes no energy twice on that interval is monotonic there, so its extremes lie at 0 and G/2.

A.5 Crossings

Let E be degenerate at k, with orthonormal states |i⟩, and step by δ along a unit vector e. Expanding the square in (2) gives the exact relation

H(k + δe) = H(k) + ħδ e·v(k) + ħ²δ²/2m.

Write the new eigenvector as Σ_j b_j|j⟩ + δ|w⟩ + O(δ²) and the new energy as E + δ s + O(δ²). The terms of order δ are (H − E)|w⟩ + ħ e·v Σ_j b_j|j⟩ = s Σ_j b_j|j⟩. Projecting on ⟨i| removes the first term, because ⟨i|(H − E) = 0, and leaves

Σ_j ħ⟨i|e·v|j⟩ b_j = s b_i.   (8)

The slopes of the branches along e are ħ times the eigenvalues of the velocity block, and each branch starts from an eigenvector of the block, whose mean velocity along e is the slope of that branch over ħ. Any other combination is an equally valid eigenvector of H(k), and its velocity is the average of the eigenvalues with weights |b|². An eigensolver may return such a combination, so at a degenerate point the code must diagonalize the block. The trace of the block does not depend on the combination, so a sum over the whole degenerate set with equal occupation is safe. Differencing fails at a crossing for another reason: eigenvalues sorted by size exchange branches, and a central difference mixes the two slopes. For a degenerate pair whose blocks of v_x and v_y do not commute, the right states depend on e and neither branch has a gradient at that point.

A.6 Uniform force: the translation operator

Now H = H0 − F·r with constant F. Define (T_Rψ)(r) = ψ(r + R). A Bloch state of any band, and any superposition of bands at one k, has T_Rψ = e^{ik·R}ψ. This eigenvalue defines the crystal momentum modulo G and remains meaningful when the state is no longer stationary.

T_R commutes with p² and, by periodicity, with V. For the position, (T_R rψ)(r) = (r + R)ψ(r + R), so T_R r T_R⁻¹ = r + R. Therefore

T_R H T_R⁻¹ = H − F·R.   (9)

Conjugation passes through a power series, T_R f(H) T_R⁻¹ = f(T_R H T_R⁻¹), and F·R is a number, so its exponential factors out of U(t) = e^{−iHt/ħ}:

T_R U(t) = e^{−i(H − F·R)t/ħ} T_R = e^{iF·R t/ħ} U(t) T_R.   (10)

If T_Rψ(0) = e^{ik0·R}ψ(0), then T_Rψ(t) = T_R Uψ(0) = e^{i(k0 + Ft/ħ)·R}ψ(t) for every R, that is

k(t) = k0 + Ft/ħ,   ħ dk/dt = F   (k modulo G).   (11)

A Bloch state cannot be normalized and −F·r is unbounded over an infinite crystal, so the statement is put on firm ground with a packet. Let φ(q) be the normalized Fourier transform of ψ and define the distribution of crystal momentum P(k) = Σ_G |φ(k + G)|². T_R multiplies φ(q) by e^{iq·R}, and e^{iG·R} = 1, so

⟨T_R⟩ = ∫_zone P(k) e^{ik·R} d³k.

These numbers, for all R, are the Fourier coefficients of the periodic function P. By (10), ⟨T_R⟩(t) = ⟨ψ(0)|U†T_R U|ψ(0)⟩ = e^{iF·R t/ħ}⟨T_R⟩(0). A shifted function P(k − s) has coefficients e^{is·R} times those of P(k), as the substitution k → k + s shows, and a periodic function is fixed by its coefficients. Hence

P(k, t) = P(k − Ft/ħ, 0).   (12)

The distribution slides rigidly. No band index and no smallness of F entered, which is statement (B). Uniformity did enter. For an added potential W(r), the right side of (9) is H + W(r + R) − W(r), and the difference is a number for all R only if W is linear in r up to a lattice-periodic part.

The mechanical momentum obeys a different law. From dp/dt = (i/ħ)[H, p],

d⟨p⟩/dt = F − ⟨∇V⟩,   (13)

and the lattice force −⟨∇V⟩ is absent from (11).

A.7 Uniform force: the moving frame

A second derivation gives the equation that a code can propagate, and it allows F(t) to vary in time. Put ψ(r, t) = e^{ik(t)·r} u(r, t) with k(t) not yet fixed. The two sides of iħ∂_tψ = (H0 − F·r)ψ are

iħ∂_tψ = e^{ik·r}[ −ħ(dk/dt)·r u + iħ∂_t u ],

(H0 − F·r)ψ = e^{ik·r}[ H(k) u − F·r u ],

where the second line uses (2). The terms linear in r cancel if and only if ħ dk/dt = F(t), and then

iħ∂_t u = H(k(t)) u.   (14)

H(k(t)) is lattice-periodic at every instant, so a periodic u stays periodic and ψ keeps the Bloch form with wave vector k(t). In plane waves (14) is iħ dc/dt = H(k(t))c with the matrix of (3). For a packet each starting k0 evolves by itself, with c_G(t) = φ(k(t) + G, t). As k(t) grows, the weight of a state that stays in a low band moves to the G that keep |k + G| small, so either the basis must leave room on that side or k must be folded back and the coefficients relabelled.

A.8 Staying in one band

Let |m⟩ = u_m(k) and v_mn = ⟨m|v(k)|n⟩. Differentiate H|n⟩ = E_n|n⟩ and project on ⟨m| with m ≠ n:

⟨m|∇H|n⟩ + E_m⟨m|∇n⟩ = ∇E_n⟨m|n⟩ + E_n⟨m|∇n⟩.

With ⟨m|n⟩ = 0 and (5),

⟨m|∇n⟩ = ħ v_mn/(E_n − E_m).   (15)

Expand the solution of (14) as u = Σ_l b_l(t)|l(k(t))⟩ and project on ⟨m|; a dot is a time derivative:

iħ ḃ_m = E_m b_m − iħ Σ_l ⟨m|l̇⟩ b_l,   |l̇⟩ = (F/ħ)·|∇l⟩.

Let a_m = b_m/b_n, so that a_n = 1 and ȧ_m = ḃ_m/b_n − a_m ḃ_n/b_n. With Δ_m = E_m − E_n,

iħ ȧ_m = Δ_m a_m − iħ⟨m|ṅ⟩ − iħ Σ_{l≠n} ⟨m|l̇⟩ a_l + iħ a_m Σ_l ⟨n|l̇⟩ a_l.

Each ⟨m|l̇⟩ carries one power of F. The diagonal pieces ⟨m|ṁ⟩a_m and a_m⟨n|ṅ⟩ would, over a time of order 1/F, add a phase of order one to a_m. They are removed by a choice of phase: ⟨l|l̇⟩ is purely imaginary, |l⟩ → e^{iθ}|l⟩ adds iθ̇ to it, and θ is chosen along the path so that ⟨l|l̇⟩ = 0. If the a_m are of order F, the remaining terms of the two sums are of order F² and are dropped. What remains is iħȧ_m = Δ_m a_m − S_m with S_m = iħ⟨m|ṅ⟩, and by (15) S_m = iħ F·v_mn/(E_n − E_m) = −iħ F·v_mn/Δ_m. Write a_m = ā_m + ρ_m with

ā_m = S_m/Δ_m = −iħ F·v_mn/(E_m − E_n)².   (16)

The remainder obeys iħρ̇_m = Δ_m ρ_m − iħ dā_m/dt. For constant F, ā_m changes only through k, so dā_m/dt = (F/ħ)·∇ā_m is of order F², and the same substitution repeated shows that it drives a ρ_m of order F². To first order ρ_m is therefore a free oscillation,

a_m(t) = ā_m(k(t)) + [a_m(0) − ā_m(k0)] exp(−(i/ħ)∫_0^t Δ_m dt').   (17)

A force switched on suddenly on a pure Bloch state has a_m(0) = 0 and leaves a transient of size |ā_m(k0)|. A force raised slowly compared with ħ/Δ_m leaves a smaller one: for a linear ramp of length τ the source dā_m/dt is constant, and integrating the equation for ρ_m gives a transient of at most 2ħ/(|Δ_m| τ) times |ā_m|. This slow 1/τ decay comes from the corners of the ramp. For a ramp without corners the transient falls off faster once τ is much longer than ħ/|Δ_m|. While F is changing, dā_m/dt contains dF/dt, which is first order in the force, so (16) applies only once F is steady on the time scale ħ/Δ_m.

Consistency requires |ā_m| ≪ 1, which is condition (C). The free oscillation in (17) needs more. By (15) the dropped term ⟨m|l̇⟩a_l equals F·v_ml a_l/(E_l − E_m), and a transient in band l drives band m at the detuning E_l − E_m, with relative amplitude ħ|F·v_ml|/(E_l − E_m)². Where two upper bands come close this is not small even when (C) holds, and the transient is then shared between them in a way (17) does not describe. At a crossing the derivation does not apply: Δ_m vanishes, and F·v_mn depends on which degenerate states are chosen, being zero for the branch states of (8) taken along F. A state that follows its branch through the crossing changes its index in a list sorted by energy, however weak the force. The admixture (16) depends only on the present k, so it grows near a small gap and shrinks again afterwards. Population that leaves the band for good, by Zener tunnelling, is not contained in (16).

We have shown that the mean velocity of a non-degenerate band state is ∇_k E_n/ħ, that a uniform force moves k at the exact rate F/ħ, and that a weak force mixes in other bands with the amplitudes (16) and (17). What remains is the effect of this mixing on the velocity, the Bloch oscillation in one dimension, and the numerical tests in one and two dimensions.
